# Antiferromagnetic Domains Without Stray Fields: Comment on a Single-Domain Argument

**The argument under comment.** The author considers a film whose staggered magnetization points along the Neel vector $\mathbf n$ and reasons in three steps. (i) A ferromagnet divides into domains because this lowers its stray-field energy. (ii) A compensated antiferromagnet has no net magnetization, hence a negligible stray field. (iii) Since every domain wall costs energy, the lowest state of an antiferromagnetic film is a single domain, and any domains seen in it must be defects of preparation.

Step (ii) is acceptable, and I put a number on it below. Step (iii) does not follow. It assumes that the stray field is the only long-range energy in the problem, but the lattice also distorts with $\mathbf n$, and elastic stress is long-ranged too. Whether this changes the conclusion depends on a question the author does not ask: is the crystal free to take the shape it prefers?

**The strain attached to the Neel vector.** Take a (001) film of a cubic crystal in $0<z<t$, with $x,y,z$ along the cube axes and $\mathbf n=(\cos\varphi,\sin\varphi,0)$. Let the easy axes be $[110]$ and $[1\bar10]$, that is $\varphi=\pm\pi/4$. The simplest in-plane strain quadratic in $\mathbf n$ is $e_{ij}=g(n_in_j-\tfrac12\delta_{ij})$, so

$$e_{xy}=\tfrac g2\sin2\varphi,\qquad e_{xx}=-e_{yy}=\tfrac g2\cos2\varphi .$$

On the easy axes the diagonal part vanishes. The preferred engineering shear $2e_{xy}$ is $gs$, with $s=\sin2\varphi=\pm1$. Since the strain is even in $\mathbf n$, it distinguishes the two axes but not $\mathbf n$ from $-\mathbf n$. Nothing below explains domains that differ by reversal alone.

**Where the author is right: the free crystal.** Two domains fit together without stress if their strain difference can be written as $\tfrac12(\mathbf a\otimes\mathbf N+\mathbf N\otimes\mathbf a)$, where $\mathbf N$ is the wall normal; this is the condition for a continuous displacement. Here the difference is $g(\hat{\mathbf x}\otimes\hat{\mathbf y}+\hat{\mathbf y}\otimes\hat{\mathbf x})$, so $\mathbf N=\hat{\mathbf x}$ with $\mathbf a=2g\hat{\mathbf y}$ works. In a free plate the displacement $u_y=g\int s\,dx$ gives each domain its preferred shear. The elastic energy is then zero for one domain and equally zero for many, and walls merely add their own energy. Within this model a free, defect-free crystal is therefore a single domain in its lowest state.

Compatibility depends on the wall orientation. If the two domains are stacked along $z$, the preferred displacement $g\,x\,s(z)$ is discontinuous. For a plate eight times as wide as it is thick, with free surfaces but held against twisting, direct minimization leaves about 0.93 of the energy of a fully clamped plate (the output calls this case a free plate). If the plate may also twist, it gains a shear proportional to the height $z'$ above its middle plane. For two equal layers the best fit of such a shear to $s=\pm1$ removes the fraction $\langle sz'\rangle^2/\langle z'^2\rangle=(t/4)^2/(t^2/12)=\tfrac34$ of the energy, so a plate many times wider than it is thick keeps about a quarter, as long as its deflection stays small compared with $t$. The twist makes the plate a saddle whose corners, for a square of side $L$, move by $3gL^2/(8t)$. For $g=0.001$ this reaches $t$ at $L\approx50t$; in much wider plates the saddle would have to stretch, and more of the energy remains. The stacked arrangement is still not free of stress.

**Where the argument fails: the clamped film.** Now let the film be coherent with a substrate whose square surface lattice offers zero shear. Let $G$ be the film's shear modulus, $rG$ the substrate's and $D$ the substrate's depth. If both share a uniform shear $\gamma$, and twisting of the plate is ignored, the energy per area is

$$\tfrac12Gt(\gamma-g)^2+\tfrac12rGD\gamma^2 .$$

Setting the derivative to zero gives $\gamma=gt/(t+rD)$. Substitution gives $Kt\,rD/(t+rD)$, with $K=\tfrac12Gg^2$. For $D\gg t/r$ this tends to $Kt$: without twisting, the single domain is held close to zero shear and pays nearly the full price. A plate that is free to twist relaxes the film further. For $r=1$ and $D=10t$ the film keeps 0.91 of $Kt$ without twisting but only 0.68 with it, so for $r$ near 1 the substrate must be very much thicker than the film.

With elastic isotropy and a single coupling $g$, rotating $\mathbf n$ uniformly within the film plane does not avoid the price. In an elastically isotropic film the clamped shear costs $K\sin^22\varphi$, and the clamped diagonal strain costs $G(e_{xx}^2+e_{yy}^2)=K\cos^22\varphi$. The sum is $K$ for every $\varphi$. In a cubic crystal the diagonal strain has its own modulus and its own coupling, so its clamped cost is $K'\cos^22\varphi$ with $K'\neq K$. Rotation to $[100]$ then pays if $K'$ plus the anisotropy barrier $B$ introduced below is less than $K$; in the example below $B$ alone is about $6K$. Tilting $\mathbf n$ towards $z$ could lower the elastic energy, since the film is free to strain in that direction. The model excludes this by assuming an anisotropy strong enough to keep $\mathbf n$ in the plane.

**Energy of a striped film.** Consider stripes of equal width $w$ with walls normal to $x$. Their average shear is zero, as the substrate demands. In a cubic crystal the shears $xy$ and $yz$ do not couple to the other strains in these axes, so a single displacement $u_y=u(x,z)$ suffices. Strains common to both domains add the same energy to every pattern and drop out. The elastic energy density is

$$\tfrac G2\left[(\partial_xu-gs)^2+(\partial_zu)^2\right]\ \text{(film)},\qquad \tfrac{rG}2\left[(\partial_xu)^2+(\partial_zu)^2\right]\ \text{(substrate)}.$$

Expand the square wave as $s=\sum_{n\,\rm odd}s_n\sin kx$, with $s_n=4/(\pi n)$ and $k=n\pi/w$, and write

$$u=-\sum_{n\,\rm odd}\frac{g s_n}{k}f_n(z)\cos kx .$$

Then $\partial_xu$ has components $gs_nf_n\sin kx$. Different harmonics are orthogonal, and $\sin^2kx$ and $\cos^2kx$ average to $\tfrac12$. The energy per area of one harmonic is

$$\frac{Ks_n^2}{2}\left\{\int_0^t\left[(f-1)^2+\frac{f'^2}{k^2}\right]dz+r\int_{-\infty}^0\left[f^2+\frac{f'^2}{k^2}\right]dz\right\}.$$

Minimization gives $f''=k^2(f-1)$ in the film and $f''=k^2f$ below it. The top is free, so $f'(t)=0$. At the interface $f$ is continuous, and so is the traction: $f'(0^+)=rf'(0^-)$. The solutions are

$$f=1-a\cosh k(t-z)\ \text{(film)},\qquad f=b\,e^{kz}\ \text{(substrate)}.$$

With $y=kt$, the interface conditions read $b=1-a\cosh y$ and $a\sinh y=rb$, so

$$a=\frac{r}{\sinh y+r\cosh y}.$$

To evaluate the energy, integrate the $f'^2$ terms by parts and use the differential equations. The film integral becomes $[1-f(0)]f'(0^+)/k^2$. The substrate term becomes $rf(0)f'(0^-)/k^2=f(0)f'(0^+)/k^2$. Their sum is

$$\frac{f'(0^+)}{k^2}=\frac{a\sinh y}{k}=t\,\frac{r\tanh y}{y(r+\tanh y)} .$$

There is one wall of height $t$ per length $w$, which adds $\sigma t/w$ for a wall energy $\sigma$ per wall area. With $\ell=\sigma/K$ the total is

$$\frac{F}{Kt}=\frac{\ell}{w}+S,\qquad S=\sum_{n\,\rm odd}\frac{8}{\pi^2n^2}\,\frac{r\tanh y}{y(r+\tanh y)},\qquad y=\frac{n\pi t}{w}.$$

A direct two-dimensional minimization of the elastic energy agrees: for $t/w=0.60$, $r=1.5$ it gives $S=0.2645$ against $0.2643$ from the series, and for $t/w=0.20$, $r=1$ it gives $0.4949$ against $0.4943$.

Two limits show the physics. For very wide stripes $y\to0$ and, since $\sum_{n\,\rm odd}8/(\pi^2n^2)=1$, $S\to1$: each domain is clamped as if it were alone. For $r\to0$ at fixed $w$, $S\to0$, as in the free plate. Stripes narrow compared with the film thickness gain because the departure from the preferred shear, $1-f$, decays within about $w/\pi$ of the interface, and the rest of the film relaxes.

**Thick films.** If $\pi t/w$ is large, $\tanh y\to1$. With $\sum_{n\,\rm odd}n^{-3}=\tfrac78\zeta(3)$,

$$S\simeq\beta\frac wt,\qquad\beta=\frac{7\zeta(3)}{\pi^3}\frac{r}{1+r}.$$

Minimizing $\ell/w+\beta w/t$ gives

$$w^*=\sqrt{\ell t/\beta},\qquad \frac{F}{Kt}=2\sqrt{\beta\ell/t}.$$

Among equal stripes with straight walls through the film, the width follows a square-root law, with elastic energy in the role that stray-field energy plays in a ferromagnet. Patterns that refine towards the interface are not considered here.

**Thin films.** Here the author might hope to recover the single domain. Take $r=1$, for which the last factor in $S$ becomes $(1-e^{-2y})/(2y)$. With $\varepsilon=\pi t/w$,

$$S=\frac{4Q(\varepsilon)}{\pi^2\varepsilon},\qquad Q=\sum_{n\,\rm odd}\frac{1-e^{-2n\varepsilon}}{n^3}.$$

Differentiating twice gives a sum that can be done:

$$Q''=-4\sum_{n\,\rm odd}\frac{e^{-2n\varepsilon}}{n}=2\ln\tanh\varepsilon\simeq2\ln\varepsilon .$$

Since $Q(0)=0$ and $Q'(0)=2\sum_{n\,\rm odd} n^{-2}=\pi^2/4$, two integrations give $Q\simeq\pi^2\varepsilon/4+\varepsilon^2\ln\varepsilon-\tfrac32\varepsilon^2$. Therefore

$$\frac F{Kt}\simeq1+\frac1w\left[\ell-\frac{4t}{\pi}\left(\ln\frac{w}{\pi t}+\frac32\right)\right].$$

The logarithm grows without limit, so at any thickness a sufficiently large $w$ makes the bracket negative. In this model, with $r=1$, an infinitely deep substrate and unlimited lateral size, some striped state therefore lies below the single domain. Equal stripes are only one trial pattern, but one lower state is enough to refute step (iii).

For $t\ll\ell$ the minimum itself lies in this regime. Setting the derivative to zero gives $\ln(w/\pi t)+\tfrac32=\pi\ell/(4t)+1$, so

$$w^*=\pi t\,\exp\left(\frac{\pi\ell}{4t}-\frac12\right),\qquad 1-\frac F{Kt}=\frac{4t}{\pi w^*}.$$

The width grows exponentially as the film gets thinner, and the gain shrinks accordingly. A device narrower than $w^*$ cannot hold this periodic pattern, and its edges relax some strain as well. The present calculation does not decide its lowest state, and a single domain is then a serious candidate.

**The wall energy.** Let $A$ be the stiffness of the Neel vector and $B\cos^22\varphi$ the anisotropy energy density, which vanishes on the easy axes. Completing the square gives

$$\sigma=\min\int(A\varphi'^2+B\cos^22\varphi)\,dx=2\sqrt{AB}\int_{-\pi/4}^{\pi/4}\cos2\varphi\,d\varphi=2\sqrt{AB}.$$

The minimum is reached when $A\varphi'^2=B\cos^22\varphi$, and the wall has the length scale $\delta=\sqrt{A/B}$.

**Numbers.** Take $G=100$ GPa, $g=0.001$, $A=0.05$ eV/nm, $B=0.002$ eV/nm$^3$, $t=100$ nm and $r=1$. Then $K=\tfrac12Gg^2=3.12\times10^{-4}$ eV/nm$^3$, $\sigma=2\sqrt{0.05\times0.002}=0.020$ eV/nm$^2$, $\delta=5$ nm and $\ell=0.020/(3.12\times10^{-4})=64$ nm.

Minimizing the full expression gives $w=257$ nm. The wall part is $\ell/w=0.250$ and the elastic part $S=0.320$, so stripes have 0.57 of the single-domain energy. The single domain costs $3.12\times10^4$ eV/µm$^2$, and stripes save $1.34\times10^4$ eV/µm$^2$ of it. The thick-film law would give 217 nm, about 15 percent below the full result. It is not yet accurate because $\pi t/w\approx1.2$, where $\tanh y$ is still about 0.84 for the first harmonic.

With the other parameters fixed, the best width is 471 nm at $t=20$ nm, 244 nm at 50 nm and 489 nm at 500 nm. The width passes through a minimum because the thin-film law falls with thickness while the thick-film law rises. At 20 nm the thin-film law gives 472 nm, but the saving is only about 5 percent.

**Is the stray field really negligible?** To favour the author's concern, suppose one whole surface layer is uncompensated, with 2 Bohr magnetons per 0.09 nm$^2$, and choose the signs of $\mathbf n$ so that its $x$ component reverses at each wall. A harmonic $M_n\sin kx$ of the sheet magnetization has magnetic charge of amplitude $kM_n$ and potential of amplitude $M_n/2$. Averaging half their product gives the energy per area $\mu_0kM_n^2/8$, where $\mu_0=4\pi\alpha^2$ in atomic units and $\alpha$ is the fine-structure constant. Summing the harmonics down to the wall scale, a cutoff that fixes the result only roughly, gives about 0.8 eV/µm$^2$ at $w=257$ nm, less than $10^{-4}$ of the elastic saving. This energy is moreover a cost of the stripes, since the uniformly magnetized layer has no such charges. Step (ii) stands, and the domains are favoured without any help from the stray field.

**Lowest state and observed state.** The author's remark on preparation contains a valid point, though it cuts both ways. Start from a clamped single domain and switch the axis in a volume $V$, so that the preferred shear becomes $g-2g\chi$, with $\chi=1$ inside $V$ and 0 outside. Expanding the square about the old elastic shear $-g$ gives a cross term

$$-Gg\int(\partial_xu+2g\chi)\,dV=-2Gg^2V=-4KV,$$

because $\int\partial_xu\,dV=0$ for a displacement that vanishes far away. All other terms are non-negative, so at most $4K$ per volume is released. For long strips of width $t/6$, repeated every $10t/3$ and with $r=1$, direct minimization gives a release of $3.52K$.

A round nucleus of radius $\rho$ through the film therefore costs at least $2\pi\rho t\sigma-4\pi\rho^2tK$, if $\sigma$ is taken as independent of wall direction. The maximum lies at $\rho=\sigma/(4K)=16$ nm, and within this thin-wall estimate the barrier is at least

$$\frac{\pi\sigma^2t}{4K}=101\ \text{eV},$$

against a thermal energy of 0.026 eV at 300 K. The thin-wall picture is rough here, since $\rho$ is only about three times $\delta$, but the disparity is a factor of nearly 4000. A perfect single-domain film would not reach the striped state by this route at room temperature. A spherical nucleus inside the film has a smaller bound, $16\pi\sigma^3/[3(4K)^2]=86$ eV at a radius of 32 nm, still more than 3000 times the thermal energy. Nuclei at defects, edges or surfaces are not covered by these estimates. A single domain that persists is thus no proof that it is the lowest state, and an observed pattern need not have the equilibrium width.

**Relation to real films.** The parameters are meant for the rough regime of NiO-like monoxides on MgO(001). A shear near $10^{-3}$ and a modulus near 100 GPa are of the right size there; $A$ and $B$ are round values and less certain. In NiO, however, a shear of this size belongs mainly to the choice of magnetic ordering planes, and the part that follows $\mathbf n$ at fixed planes is smaller. A wall between different ordering planes is not a rotation of $\mathbf n$ at fixed planes, so $\sigma=2\sqrt{AB}$ does not describe it. Real NiO has more domain variants than the two axes used here, so the stripe width is not a prediction for it. MgO is stiffer than the assumed film: $r=1.5$ changes the width to 234 nm and the energy ratio to 0.63. A shear 10 percent smaller, at fixed $\sigma$, gives 304 nm and 0.62.

The wall also carries some elastic energy of its own. Inside it $\mathbf n$ passes through $[100]$, while its neighbours hold the $yy$ and $zz$ strains at zero. With the $xx$ strain free to relax, this adds $K/[2(1-\nu)]$ to $B$. For Poisson ratio $\nu=0.25$ this raises $\sigma$ by 5 percent and the width to 267 nm. Inside a domain the $xy$ stress exerts no torque on $\mathbf n$, because $\sin2\varphi$ is stationary on the easy axes. The $yz$ stress near the interface could tilt $\mathbf n$ out of the plane, an effect not included in the width.

For a film of 10 nm with $r=1$ and the other parameters unchanged, the exponential law gives a width of about 2.9 µm and a saving below one percent. In so thin a film a stiffer substrate makes the stripes much wider, unlike at 100 nm: for small $y$ the last factor in $S$ is about $1-y/r$, so the exponent becomes $\pi r\ell/(4t)$. With $r=1.5$ the full expression gives about 19 µm and a saving below 0.1 percent. These are sharp-wall values without the wall's own elastic energy, which here enters the exponent. With the smooth wall profile and its diagonal strain included, the two widths rise to about 3.6 µm and 26 µm, and the 471 nm found at $t=20$ nm rises to about 530 nm. The shear matters even more. If $g$ were $10^{-4}$ at the same $\sigma$, $\ell$ would be 100 times larger, about 6.4 µm, and the exponent $\pi\ell/(4t)$ for a 100 nm film would be about 50. The striped state would still be lower on paper, but its width would exceed any sample. NiO and MgO differ in lattice constant by about 0.8 percent, so a 100 nm film is likely to contain misfit dislocations. The example assumes that these leave the shear clamped. Dislocations that relieve the shear, or a substrate that itself prefers one axis, weaken the case for stripes.

**Recommendation.** Step (iii) should be replaced by a conditional statement. Within this model, negligible stray field implies a single-domain lowest state if the crystal is free of defects and can also take up its spontaneous strain freely. For a film clamped to a deep substrate, the author must compare $t$ and the lateral size with $\ell=\sigma/K$ and with the best width $w^*$ for the actual modulus ratio before drawing that conclusion. Most of the values behind this comment are listed in the numerical output below.

## Numbers as computed

```
TESTS (dimensionless)
free plate, one domain: energy/clamped = 3.1e-28
free plate, walls normal to x: 2.2e-28
free plate, domains stacked along z: 0.935
t/w=0.60 r=1.5: S direct 0.2645, series 0.2643
t/w=0.20 r=1.0: S direct 0.4949, series 0.4943
release by narrow reversed strip: 3.52 K per volume
thin film t=l/6: w/l numeric 35.35, law 35.35
wall energy/sqrt(AB), discrete wall: 1.9998
EXAMPLE
shear modulus G = 100 GPa, spontaneous shear g = 0.0010
stiffness A = 0.050 eV/nm, barrier B = 0.0020 eV/nm^3
film thickness t = 100 nm
clamped energy density K = 3.121e-04 eV/nm^3
wall energy sigma = 0.0200 eV/nm^2
wall length scale sqrt(A/B) = 5.00 nm
length l = sigma/K = 64.1 nm
beta for r=1 = 0.1357
one clamped domain: 31208 eV/um^2
best stripe width = 256.8 nm
thick-film law for the width = 217.3 nm
wall part l/w = 0.2495
elastic part S = 0.3198
stripe energy/single-domain energy = 0.5693
energy gain of stripes = 13441 eV/um^2
OTHER THICKNESSES (r=1)
t = 20 nm: width 471 nm, energy ratio 0.9460
t = 50 nm: width 244 nm, energy ratio 0.7506
t = 500 nm: width 489 nm, energy ratio 0.2636
thin-film law at t = 20 nm: width 472 nm
NEGLECTED EFFECTS (t = 100 nm)
substrate r = 1.5: width 233.8 nm, ratio 0.6256
shear 10 percent smaller: width 304.2 nm, ratio 0.6231
K/B = 0.156, Poisson ratio used = 0.25
clamping in wall: sigma times 1.0507
  then width 266.8 nm, ratio 0.5817
surface layer: 2 Bohr magnetons per 0.09 nm^2
its stray-field energy = 0.835 eV/um^2
stray-field energy/elastic gain = 6.2e-05
nucleus radius = 16.0 nm, barrier at least 101 eV
thermal energy at 300 K = 0.0259 eV
```
